**Vacancy and cohesive energies in the second-moment potential**

For Z nearest neighbours at zero pressure, the unrelaxed vacancy energy divided by the cohesive energy is \((ps_Z-q)/(p-q)\), with \(s_Z=Z[1-\sqrt{1-1/Z}]\); its leading term for large Z is \((p-2q)/[2(p-q)]\). Here p and q are the dimensionless decay rates of the repulsion and the hopping. The program asserts the exact ratio on sc, bcc and fcc supercells with one atom removed, after minimizing the lattice spacing numerically. It also asserts that a pair potential gives one at two spacings, that the minimized cohesive energy follows the predicted power of Z, and that a three-shell fcc model lies within 0.02 above its leading formula. Separate assertions cover the second moment of a disordered p-orbital cluster and the band energy of a semicircular density of states. Tight-binding diagonalization of a chain and a simple cubic crystal gives bond parts of the vacancy energy of 0.573 and 0.490 of the bulk bond energy per atom, against 0.586 and 0.523 from the square-root law; the asserted tolerance is 0.12. For the fcc example with p = 10 and q = 3, the output shows a ratio of 0.301, compared with 0.286 from the leading term.

## Numerical verification

```python
"""
Result under test: in the second-moment potential
  E_i = sum_j A exp(-p(r_ij/r0-1)) - sqrt(sum_j xi^2 exp(-2q(r_ij/r0-1)))
with Z nearest neighbours at zero pressure, the unrelaxed vacancy energy
divided by the cohesive energy is (p s - q)/(p - q), where
s = Z(1-sqrt(1-1/Z)). For large Z this tends to (p-2q)/(2(p-q)).
For a pair potential the ratio is one.
A, xi: repulsion and hopping amplitudes (eV); r0: reference distance
(angstrom); p, q: dimensionless decay rates of repulsion and hopping.
Tight-binding tests use the hopping magnitude as the unit of energy.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

hartree_ev = physical_constants["Hartree energy in eV"][0]

# ---- Second moment of a disordered cluster with three p orbitals per atom
rng = np.random.default_rng(4)
n_atoms = 7
positions = rng.uniform(0, 3, (n_atoms, 3))
levels = rng.uniform(-1, 1, n_atoms)
H = np.zeros((3 * n_atoms, 3 * n_atoms))
neighbour_sum = np.zeros(n_atoms)
for i in range(n_atoms):
    H[3*i:3*i+3, 3*i:3*i+3] = levels[i] * np.eye(3)
    for j in range(n_atoms):
        if i != j:
            bond = positions[j] - positions[i]
            dist = np.linalg.norm(bond)
            unit = bond / dist
            v_sigma, v_pi = np.exp(-dist), -0.3 * np.exp(-dist)
            H[3*i:3*i+3, 3*j:3*j+3] = (
                (v_sigma - v_pi) * np.outer(unit, unit) + v_pi * np.eye(3))
            neighbour_sum[i] += (v_sigma**2 + 2 * v_pi**2) / 3
eigenvalues, vectors = np.linalg.eigh(H)
spectral_moment = np.array([
    np.sum(vectors[3*i:3*i+3]**2 * (eigenvalues - levels[i])**2) / 3
    for i in range(n_atoms)])
assert np.allclose(spectral_moment, neighbour_sum, atol=1e-11)
print(f"p cluster, atom 1: spectral second moment = {spectral_moment[0]:.6f} (model units^2)")
print(f"p cluster, atom 1: neighbour sum = {neighbour_sum[0]:.6f} (model units^2)")


# ---- Band energy of a semicircular local density of states
def semicircle_energy(mu2, filling):
    edge = 2 * np.sqrt(mu2)

    def density(e):
        return np.sqrt(max(edge**2 - e**2, 0)) / (2 * np.pi * mu2)

    fermi = brentq(lambda x: quad(density, -edge, x)[0] - filling,
                   -0.999 * edge, 0.999 * edge)
    energy = 2 * quad(lambda e: e * density(e), -edge, fermi)[0]
    return energy, fermi


for filling in (0.3, 0.5):
    for mu2 in (1.0, 12.0):
        energy, fermi = semicircle_energy(mu2, filling)
        x_f = fermi / np.sqrt(mu2)
        c_formula = (4 - x_f**2)**1.5 / (3 * np.pi)
        assert abs(energy + c_formula * np.sqrt(mu2)) < 1e-6
    print(f"semicircle, filling {filling:.1f}: C = {-energy/np.sqrt(mu2):.4f} (dimensionless)")

# ---- How nearly constant is C for real half-filled s bands?
mean_abs_cos = quad(np.cos, 0, np.pi / 2)[0] / (np.pi / 2)
k2 = 2 * np.pi * (np.arange(400) + 0.5) / 400
k3 = np.pi * (np.arange(120) + 0.5) / 120
c2, c3 = np.cos(k2), np.cos(k3)
bond_per_atom = {
    "chain": (2, 2 * mean_abs_cos),
    "honeycomb": (3, np.mean(np.abs(
        1 + np.exp(1j*k2)[:, None] + np.exp(1j*k2)[None, :]))),
    "square": (4, np.mean(np.abs(2 * (c2[:, None] + c2[None, :])))),
    "simple cubic": (6, np.mean(np.abs(2 * (
        c3[:, None, None] + c3[None, :, None] + c3[None, None, :])))),
    "bcc": (8, 8 * mean_abs_cos**3),
}
root_values, pair_values = [], []
for name, (z, e_bond) in bond_per_atom.items():
    root_values.append(e_bond / np.sqrt(z))
    pair_values.append(e_bond / z)
    print(f"{name}, Z={z}: bond energy = {e_bond:.4f}, /sqrt(Z) = {root_values[-1]:.4f},"
          f" /Z = {pair_values[-1]:.4f} (hopping)")
root_spread = max(root_values) / min(root_values)
pair_spread = max(pair_values) / min(pair_values)
assert root_spread < 1.3 and pair_spread > 2
print(f"largest/smallest: per sqrt(Z) = {root_spread:.3f}, per Z = {pair_spread:.3f}")


# ---- Bond part of a vacancy from complete tight-binding diagonalization
def root_loss(z):
    return z * (1 - np.sqrt(1 - 1 / z))


def ring(length, phase):
    shift = np.zeros((length, length), complex)
    for site in range(length):
        shift[site, (site + 1) % length] = 1
    shift[-1, 0] = np.exp(1j * phase)
    return shift + shift.conj().T


# The bulk value is multiplied by the number of atoms, so it must be accurate.
chain_sites = 400
chain_bulk = bond_per_atom["chain"][1]
open_chain = ring(chain_sites, 0)[1:, 1:].real
chain_vacancy = ((chain_sites - 1) * chain_bulk
                 - np.sum(np.abs(np.linalg.eigvalsh(open_chain))))
chain_ratio = chain_vacancy / chain_bulk

# Bloch phases sample a periodic array of vacancies; weights count permutations.
L = 8
identity = np.eye(L)
full_sum = vacancy_sum = 0.0
phases = (np.pi / 4, 3 * np.pi / 4)
for choice, weight in (((0, 0, 0), 1), ((0, 0, 1), 3),
                       ((0, 1, 1), 3), ((1, 1, 1), 1)):
    rx, ry, rz = [ring(L, phases[c]) for c in choice]
    crystal = (np.kron(np.kron(rx, identity), identity)
               + np.kron(np.kron(identity, ry), identity)
               + np.kron(np.kron(identity, identity), rz))
    full_sum += weight / 8 * np.sum(np.abs(np.linalg.eigvalsh(crystal)))
    vacancy_sum += weight / 8 * np.sum(
        np.abs(np.linalg.eigvalsh(crystal[1:, 1:])))
cubic_bulk = full_sum / L**3
cubic_ratio = ((L**3 - 1) * cubic_bulk - vacancy_sum) / cubic_bulk
for name, z, ratio in (("chain", 2, chain_ratio),
                       ("simple cubic", 6, cubic_ratio)):
    assert abs(ratio - root_loss(z)) < 0.12
    print(f"{name} vacancy, bond part/bulk bond energy: diagonalized = {ratio:.4f},"
          f" square-root law = {root_loss(z):.4f}")

# ---- Model metal, with amplitudes set by the nearest-neighbour fcc crystal
p, q, r0, e_coh_input, z_fcc = 10.0, 3.0, 2.8, 3.5, 12
bond_energy = e_coh_input * p / (p - q)
repulsion = e_coh_input * q / (p - q)
A = repulsion / z_fcc
xi = bond_energy / np.sqrt(z_fcc)
leading_ratio = (p - 2 * q) / (2 * (p - q))


def exact_ratio(z):
    return (p * root_loss(z) - q) / (p - q)


bases = {
    "sc": ([[0, 0, 0]], 4, 1.0),
    "bcc": ([[0, 0, 0], [.5, .5, .5]], 3, np.sqrt(3) / 2),
    "fcc": ([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]],
            3, 1 / np.sqrt(2)),
}


def scaled_distances(lattice):
    """All minimum-image distances in units of the nearest distance."""
    basis, cells, nearest = bases[lattice]
    corners = np.array(list(np.ndindex(cells, cells, cells)), dtype=float)
    offsets = np.array(basis, dtype=float)
    sites = (corners[:, None, :] + offsets[None, :, :]).reshape(-1, 3)
    delta = sites[:, None, :] - sites[None, :, :]
    delta = delta - cells * np.rint(delta / cells)
    return np.linalg.norm(delta, axis=2) / nearest


def site_sums(distances, spacing, cutoff):
    """Repulsion and squared hopping summed over neighbours of each atom."""
    linked = (distances > 1e-8) & (distances < cutoff)
    u = distances * spacing / r0 - 1
    rep = np.where(linked, A * np.exp(-p * u), 0).sum(axis=1)
    hop2 = np.where(linked, xi**2 * np.exp(-2 * q * u), 0).sum(axis=1)
    return rep, hop2


def total_energy(distances, spacing, cutoff, binding):
    rep, hop2 = site_sums(distances, spacing, cutoff)
    return np.sum(rep - binding(hop2))


def crystal_and_vacancy(lattice, cutoff, binding, fixed_spacing=None):
    distances = scaled_distances(lattice)
    count = len(distances)
    spacing = fixed_spacing
    if spacing is None:
        spacing = minimize_scalar(
            lambda r: total_energy(distances, r, cutoff, binding) / count,
            bounds=(0.85 * r0, 1.2 * r0), method="bounded",
            options={"xatol": 1e-10}).x
    per_atom = total_energy(distances, spacing, cutoff, binding) / count
    defect = total_energy(distances[1:, 1:], spacing, cutoff, binding)
    return spacing, -per_atom, defect - (count - 1) * per_atom


print(f"input: p = {p:.1f}, q = {q:.1f} (dimensionless)")
print(f"input: r0 = {r0:.2f} angstrom")
print(f"input: fcc cohesive energy = {e_coh_input:.3f} eV")
print(f"A = {A:.5f} eV")
print(f"xi = {xi:.5f} eV")
print(f"fcc repulsion per atom = {repulsion:.4f} eV")
print(f"fcc bond energy per atom = {bond_energy:.4f} eV")
print(f"s for Z=12 = {root_loss(12):.5f} (dimensionless)")
print(f"leading vacancy/cohesive ratio = {leading_ratio:.5f}")

for lattice, z in (("sc", 6), ("bcc", 8), ("fcc", 12)):
    spacing, cohesive, vacancy = crystal_and_vacancy(lattice, 1.07, np.sqrt)
    assert abs(vacancy / cohesive - exact_ratio(z)) < 1e-6
    print(f"{lattice}, Z={z}: spacing = {spacing:.4f} angstrom,"
          f" E_coh = {cohesive:.4f} eV, E_v = {vacancy:.4f} eV")
    print(f"{lattice}: supercell ratio = {vacancy/cohesive:.5f},"
          f" exact formula = {exact_ratio(z):.5f}")
assert abs(spacing - r0) < 1e-6 and abs(cohesive - e_coh_input) < 1e-8
print(f"fcc leading vacancy energy = {leading_ratio*cohesive:.4f} eV")
print(f"fcc cohesive energy = {cohesive/hartree_ev:.5f} hartree")
print(f"fcc exact vacancy energy = {vacancy/hartree_ev:.5f} hartree")

# ---- Pair control: binding is linear in the neighbour sum
pair_strength = p * A / (2 * q)


def pair_binding(hop2):
    return pair_strength * hop2 / xi**2


for fixed in (None, 1.05 * r0):
    spacing, cohesive, vacancy = crystal_and_vacancy(
        "fcc", 1.8, pair_binding, fixed)
    assert abs(vacancy / cohesive - 1) < 1e-9
    print(f"pair potential at {spacing:.4f} angstrom: vacancy/cohesive = {vacancy/cohesive:.6f}")


# ---- Cohesion as a power of coordination after minimizing the distance
def best_cohesion(z):
    result = minimize_scalar(
        lambda r: z * A * np.exp(-p * (r / r0 - 1))
        - xi * np.sqrt(z) * np.exp(-q * (r / r0 - 1)),
        bounds=(0.7 * r0, 1.3 * r0), method="bounded",
        options={"xatol": 1e-10})
    return -result.fun


power = np.log(best_cohesion(12) / best_cohesion(4)) / np.log(3)
assert abs(power - leading_ratio) < 1e-8
print(f"power of Z in minimized cohesive energy = {power:.5f}")

# ---- Three shells: use logarithmic slopes of the full lattice sums
spacing, cohesive, vacancy = crystal_and_vacancy("fcc", 1.8, np.sqrt)
fcc_distances = scaled_distances("fcc")


def log_parts(r):
    rep, hop2 = site_sums(fcc_distances, r, 1.8)
    return np.log(np.array([rep[0], np.sqrt(hop2[0])]))


step = 1e-4
slopes = -(log_parts(spacing * np.exp(step))
           - log_parts(spacing * np.exp(-step))) / (2 * step)
p_eff, q_eff = slopes
shell_leading = (p_eff - 2 * q_eff) / (2 * (p_eff - q_eff))
shell_ratio = vacancy / cohesive
assert 0 < shell_ratio - shell_leading < 0.02
print(f"three-shell fcc: spacing = {spacing:.4f} angstrom,"
      f" E_coh = {cohesive:.4f} eV, E_v = {vacancy:.4f} eV")
print(f"three-shell logarithmic slopes: repulsion = {p_eff:.4f}, bond = {q_eff:.4f}")
print(f"three-shell ratio: supercell = {shell_ratio:.5f}, leading = {shell_leading:.5f}")
print("verified")
```

Output:

```
p cluster, atom 1: spectral second moment = 0.064948 (model units^2)
p cluster, atom 1: neighbour sum = 0.064948 (model units^2)
semicircle, filling 0.3: C = 0.7221 (dimensionless)
semicircle, filling 0.5: C = 0.8488 (dimensionless)
chain, Z=2: bond energy = 1.2732, /sqrt(Z) = 0.9003, /Z = 0.6366 (hopping)
honeycomb, Z=3: bond energy = 1.5746, /sqrt(Z) = 0.9091, /Z = 0.5249 (hopping)
square, Z=4: bond energy = 1.6211, /sqrt(Z) = 0.8106, /Z = 0.4053 (hopping)
simple cubic, Z=6: bond energy = 2.0048, /sqrt(Z) = 0.8185, /Z = 0.3341 (hopping)
bcc, Z=8: bond energy = 2.0641, /sqrt(Z) = 0.7298, /Z = 0.2580 (hopping)
largest/smallest: per sqrt(Z) = 1.246, per Z = 2.467
chain vacancy, bond part/bulk bond energy: diagonalized = 0.5729, square-root law = 0.5858
simple cubic vacancy, bond part/bulk bond energy: diagonalized = 0.4904, square-root law = 0.5228
input: p = 10.0, q = 3.0 (dimensionless)
input: r0 = 2.80 angstrom
input: fcc cohesive energy = 3.500 eV
A = 0.12500 eV
xi = 1.44338 eV
fcc repulsion per atom = 1.5000 eV
fcc bond energy per atom = 5.0000 eV
s for Z=12 = 0.51087 (dimensionless)
leading vacancy/cohesive ratio = 0.28571
sc, Z=6: spacing = 2.6614 angstrom, E_coh = 2.8712 eV, E_v = 0.9137 eV
sc: supercell ratio = 0.31825, exact formula = 0.31825
bcc, Z=8: spacing = 2.7189 angstrom, E_coh = 3.1171 eV, E_v = 0.9649 eV
bcc: supercell ratio = 0.30955, exact formula = 0.30955
fcc, Z=12: spacing = 2.8000 angstrom, E_coh = 3.5000 eV, E_v = 1.0544 eV
fcc: supercell ratio = 0.30125, exact formula = 0.30125
fcc leading vacancy energy = 1.0000 eV
fcc cohesive energy = 0.12862 hartree
fcc exact vacancy energy = 0.03875 hartree
pair potential at 2.7377 angstrom: vacancy/cohesive = 1.000000
pair potential at 2.9400 angstrom: vacancy/cohesive = 1.000000
power of Z in minimized cohesive energy = 0.28571
three-shell fcc: spacing = 2.7790 angstrom, E_coh = 3.6525 eV, E_v = 1.0606 eV
three-shell logarithmic slopes: repulsion = 9.9686, bond = 3.0787
three-shell ratio: supercell = 0.29038, leading = 0.27657
verified
```
